# Band-filling correction for a neutral shallow donor in a silicon supercell

A neutral shallow donor in a periodic cell contributes one electron per cell to the conduction bands. At affordable cell sizes its wave function overlaps those of the periodic images, and the electron occupies band states at whatever wave vectors the k-point mesh supplies. The problem is to find how much of the total energy comes from this occupation, and to remove it.

Ions are fixed throughout, and energies are per supercell. The k-point weights obey $\sum_{\mathbf k}w_{\mathbf k}=1$. Each spin-degenerate level $j$ has occupation $0\le f_{j\mathbf k}\le2$ and eigenvalue $\varepsilon_{j\mathbf k}$. Sums over $j$ run over conduction levels unless stated otherwise, so $\sum w_{\mathbf k}f_{j\mathbf k}=1$.

The numerical parts use a mean-field model of silicon: six parabolic valleys, a point donor ion, and the Hartree repulsion of the donor electron, both screened by the bulk permittivity. Exchange, intervalley coupling and the short-range donor potential are left out. Rough typical inputs are a lattice constant of 0.543 nm, valleys at $0.85\,(2\pi/a)$, masses $m_l=0.92$ and $m_t=0.19$ in units of $m_e$, and relative permittivity 11.7.

## (a) How does the total energy depend on one occupation?

**Question.** Find $\partial E/\partial f_{j\mathbf k}$ when the orbitals relax self-consistently.

**Solution.** Here the sums include the valence levels. In Kohn–Sham theory,

$$E=\sum_{j\mathbf k}w_{\mathbf k}f_{j\mathbf k}\langle\psi_{j\mathbf k}|\hat t+\hat v_{\rm ion}|\psi_{j\mathbf k}\rangle+E_{\rm Hxc}[n]+E_{\rm ion},$$

$$n(\mathbf r)=\sum_{j\mathbf k}w_{\mathbf k}f_{j\mathbf k}|\psi_{j\mathbf k}(\mathbf r)|^2 ,$$

with orbitals normalized over one supercell. Changing one occupation acts explicitly and through the orbitals. The explicit part is

$$w_{\mathbf k}\langle\psi_{j\mathbf k}|\hat t+\hat v_{\rm ion}|\psi_{j\mathbf k}\rangle+\int v_{\rm Hxc}(\mathbf r)\,w_{\mathbf k}|\psi_{j\mathbf k}(\mathbf r)|^2d^3r=w_{\mathbf k}\varepsilon_{j\mathbf k},$$

because $v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n$ and $\hat h=\hat t+\hat v_{\rm ion}+v_{\rm Hxc}$. With a prime for the derivative with respect to the chosen occupation, the orbital part is

$$\sum_{i\mathbf q}w_{\mathbf q}f_{i\mathbf q}\left(\langle\psi'_{i\mathbf q}|\hat h|\psi_{i\mathbf q}\rangle+\text{c.c.}\right)
=\sum_{i\mathbf q}w_{\mathbf q}f_{i\mathbf q}\varepsilon_{i\mathbf q}\frac{\partial}{\partial f_{j\mathbf k}}\langle\psi_{i\mathbf q}|\psi_{i\mathbf q}\rangle=0 .$$

The norm is fixed, so this part vanishes. Hence

$$\frac{\partial E}{\partial f_{j\mathbf k}}=w_{\mathbf k}\varepsilon_{j\mathbf k},$$

which is Janak's theorem. The energy $E$ contains no electronic entropy. If a smeared calculation reports a free energy, its entropy term must be treated separately.

## (b) What does it cost to move the electron between band states?

**Question.** Change the occupations by $\Delta f_{j\mathbf k}$ at fixed electron number. Find the energy change and its leading correction.

**Solution.** Let $f(\lambda)=f(0)+\lambda\Delta f$, with $\sum w_{\mathbf k}\Delta f_{j\mathbf k}=0$. Part (a) and the chain rule give

$$\frac{dE}{d\lambda}=D(\lambda)=\sum_{j\mathbf k}w_{\mathbf k}\Delta f_{j\mathbf k}\,\varepsilon_{j\mathbf k}(\lambda).$$

Expanding $D(\lambda)\simeq D(0)+\lambda D'(0)$ and integrating from 0 to 1,

$$E(1)-E(0)\simeq\sum_{j\mathbf k}w_{\mathbf k}\Delta f_{j\mathbf k}\varepsilon_{j\mathbf k}(0)+\tfrac12D'(0).$$

An eigenvalue changes by the expectation value of the change in potential. With $K=\delta v_{\rm Hxc}/\delta n$,

$$D'(0)=\iint\rho_\Delta(\mathbf r)K(\mathbf r,\mathbf r')\frac{dn(\mathbf r')}{d\lambda}\,d^3r\,d^3r',\qquad
\rho_\Delta=\sum_{j\mathbf k}w_{\mathbf k}\Delta f_{j\mathbf k}|\psi_{j\mathbf k}|^2 .$$

Here $dn/d\lambda$ includes orbital relaxation. If the initial and final states have the same density in the cell, $\rho_\Delta=0$ and the correction vanishes. Overlapping donor states that resemble host Bloch states are close to this case. Removing the electron from the cell altogether would make $\rho_\Delta$ integrate to $-1$, so the same argument for a small remainder would not apply.

The model allows a direct test. In the 216-atom cell the whole electron is moved from the states filled on a Gamma-centred $2\times2\times2$ mesh to those filled on a shifted one. The self-consistent total energy rises by 0.395223 eV. For a quadratic $E(\lambda)$ this should equal the slope $D(1/2)$, which is also 0.395223 eV. The remainder beyond the initial slope is $6.4\times10^{-6}$ eV. It is 3.98 times the remainder for half the transfer, close to the factor 4 of a quadratic term. These digits test the theorem within the model at a fixed basis of $5^3$ plane waves; enlarging it to $9^3$ lowers the energy change by about $7\times10^{-6}$ eV. They do not express the model's accuracy for silicon.

## (c) Where should the electron be put?

**Question.** The mesh may contain no state at the conduction minimum. Choose a host reference and obtain the correction.

**Solution.** Let $\varepsilon_C$ be the conduction minimum in a separate bulk calculation. Its potential zero need not agree with that of the donor cell. Compare the potentials in equivalent host regions, far from the donor in the defective cell:

$$\Delta V=V_{\rm donor\ cell}^{\rm far}-V_{\rm bulk},\qquad \varepsilon_C^{\rm al}=\varepsilon_C+\Delta V .$$

These are potential energies of an electron. In a host region whose potential is displaced rigidly by $\Delta V$, the band edge moves by the same amount. Now take the occupied weight above $\varepsilon_C^{\rm al}$ and move it to that edge. To first order, part (b) gives

$$\boxed{\Delta E_{\rm BF}=-\sum_{j\mathbf k}w_{\mathbf k}f_{j\mathbf k}\max\left(\varepsilon_{j\mathbf k}-\varepsilon_C^{\rm al},0\right)}$$

and the corrected energy is $E+\Delta E_{\rm BF}$. The minus sign records that the electron is lowered. If spins are treated separately, the sum includes spin and each occupation is at most 1.

The destination is an identification: $\varepsilon_C^{\rm al}$ represents undisturbed host far from the donor and need not be an eigenvalue of the small cell. Part (b) controls the transfer between host-like states, but not the error of this identification.

The result does not depend on the arbitrary potential zero. Adding a constant $c$ to the donor-cell potential gives $\varepsilon_{j\mathbf k}\to\varepsilon_{j\mathbf k}+c$ and $\Delta V\to\Delta V+c$, so each difference is unchanged. The total energy is unchanged too, because the cell is neutral. Without alignment, the correction would change with $c$.

## (d) What happens to levels below the edge?

**Question.** Compare the correction with a signed sum over all donor-electron levels.

**Solution.** Define

$$S=\sum w_{\mathbf k}f_{j\mathbf k}(\varepsilon_{j\mathbf k}-\varepsilon_C^{\rm al}),\qquad
B=\sum w_{\mathbf k}f_{j\mathbf k}\max(\varepsilon_C^{\rm al}-\varepsilon_{j\mathbf k},0).$$

Since $x=\max(x,0)-\max(-x,0)$, we have $S=-\Delta E_{\rm BF}-B$. Therefore

$$E+\Delta E_{\rm BF}=(E-S)-B .$$

Subtracting $S$ would also raise levels below the edge. For an isolated donor whose occupied level lies below the edge, $\Delta E_{\rm BF}=0$, as it should be, whereas subtracting $S$ would add $B$ and spoil the energy of the bound state.

In a small cell, however, $B$ need not be a binding energy. To see this, set $\varepsilon_C=0$ in the model and let the average potential in the cell be zero. The eigenvalue sum counts the Hartree energy $E_H$ twice, so

$$E=\sum w_{\mathbf k}f_{j\mathbf k}\varepsilon_{j\mathbf k}-E_H+E_{\rm ion}.$$

Because the total occupation is one, $S=\sum w_{\mathbf k}f_{j\mathbf k}\varepsilon_{j\mathbf k}-\Delta V$, and

$$E-S=E_{\rm ion}-E_H+\Delta V .$$

Here $E_{\rm ion}$ is the screened energy of the donor-ion lattice in a uniform neutralizing background. The band energy has cancelled. What remains depends on the mesh through the electron density alone, which enters $E_H$ and $\Delta V$. For a nearly uniform density this dependence is weak.

## (e) What are the corrections for 216 and 512 atoms?

**Question.** Locate the folded valleys, fill the levels on both $2\times2\times2$ meshes, and evaluate the correction.

**Solution.** A cube of $N$ conventional cells has edge $L=Na$. A valley at $0.85\,(2\pi/a)$ lies at $0.85N\,(2\pi/L)$, and whole supercell reciprocal vectors may be subtracted. For 216 atoms, $N=3$ and $L=1.629$ nm, so $2.55$ folds to $0.55$, equivalent to $-0.45$.

The Gamma-centred mesh has components 0 and $1/2$. The point $(1/2,0,0)$ misses both $x$ valleys by 0.05 along their axes and has no transverse offset. The three such points provide six levels, each with $f=4/3$:

$$6\times\tfrac18\times\tfrac43=1 .$$

The shifted mesh has components $\pm1/4$. Each of its eight points has three levels with longitudinal offset $0.45-0.25=0.20$ and two transverse offsets of 0.25. These 24 levels have $f=1/3$, and again

$$24\times\tfrac18\times\tfrac13=1 .$$

Before the donor potential acts, their energy above the host minimum is

$$\frac{\hbar^2}{2m_e}\left(\frac{2\pi}{L}\right)^2
\left[\frac{0.20^2}{0.92}+\frac{2(0.25)^2}{0.19}\right]
=0.5668\ {\rm eV}\times0.7014=0.398\ {\rm eV}.$$

With the donor and the Hartree potential included, the mean occupied level is 0.3934 eV. Here $\Delta V$ is read at the body centre of the cell, the point farthest from all donors. A cell this small has no flat far region, so the value depends on that choice: the average over the plane midway between donors is 0.037 eV, which would lower the correction and the corrected energy below by a further 0.018 eV. All 24 levels are equivalent by cubic symmetry, so the body-centre alignment $\Delta V=0.0549$ eV gives

$$\Delta E_{\rm BF}=-(0.3934-0.0549)\ {\rm eV}=-0.3385\ {\rm eV}.$$

The raw energy of 0.2861 eV becomes $-0.0525$ eV after rounding. Here and below, the energy zero is an isolated ionized donor plus an electron at the host edge. On the Gamma-centred mesh the mean level is $-0.0019$ eV, below the aligned edge at 0.0559 eV, so the correction is zero.

For 512 atoms, $N=4$ and the valley folds to 0.40. The same counting holds, with longitudinal offsets of 0.10 on the Gamma-centred mesh and 0.15 on the shifted one. All results, in eV and each rounded separately, are:

| Atoms, mesh | Raw $E$ | $\Delta E_{\rm BF}$ | Corrected $E$ | $E-S$ |
|---|---:|---:|---:|---:|
| 216, Gamma | −0.109 | 0 | −0.109 | −0.051 |
| 216, shifted | 0.286 | −0.339 | −0.052 | −0.052 |
| 512, Gamma | −0.081 | 0 | −0.081 | −0.040 |
| 512, shifted | 0.133 | −0.174 | −0.041 | −0.041 |

At 216 atoms the correction reduces the difference between meshes from 0.395 to 0.057 eV. At 512 atoms it reduces it from 0.214 to 0.040 eV. The signed subtraction leaves differences of about 0.001 eV in both cells, as the cancellation in part (d) suggests.

The remaining difference in the corrected energies can be traced. On the shifted meshes $B=0$. On the Gamma-centred mesh of the 216-atom cell,

$$B=0.0559-(-0.0019)=0.0578\ {\rm eV}.$$

Nearly all of this is $\Delta V$, the far potential measured from the cell average. To first order, a uniformly spread state feels the average potential, whereas the reference edge uses the far potential. The rule that protects a bound level thus also leaves this small-cell offset in place. It should not be read as a donor binding energy.

Agreement between meshes does not make the energy correct for an isolated donor. For the shifted 216-atom calculation, $E_{\rm ion}=-0.1072$ eV and $\Delta V=0.0549$ eV. Their sum, $-0.0523$ eV, accounts for almost all of the corrected energy. It is an electrostatic finite-size contribution, which band filling does not remove.

## (f) Does a denser k-point mesh remove the need for the correction?

**Question.** Find the mean filling energy at fixed cell size when the mesh becomes dense. Neglect the donor potential, so that $\Delta V=0$.

**Solution.** There is one electron in each volume $L^3$, so the electron density is $N_D=1/L^3$. Folding relabels host states but does not change their number, and the six valleys may be counted separately. For one valley, rescale the wave-vector components measured from its minimum:

$$\kappa_i=q_i\sqrt{m_d/m_i},\qquad m_d=(m_lm_t^2)^{1/3}.$$

The product of the three scale factors is one, so volumes in wave-vector space are preserved, and the energy becomes $\hbar^2\kappa^2/(2m_dm_e)$. Six valleys and two spins give

$$N_D=12\,\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{2k_F^3}{\pi^2},\qquad k_F^3=\frac{\pi^2N_D}{2}.$$

The mean energy is

$$\bar\varepsilon=\frac{\hbar^2}{2m_dm_e}\,
\frac{\int_0^{k_F}\kappa^4d\kappa}{\int_0^{k_F}\kappa^2d\kappa}
=\frac{\hbar^2}{2m_dm_e}\,\frac{k_F^5/5}{k_F^3/3}
=\frac35E_F .$$

For 216 atoms, $E_F=0.1295$ eV and $\bar\varepsilon=0.0777$ eV. An explicit weighted sum over $64^3$ points, with Fermi smearing of 0.005 eV, gives 0.0782 eV. This tests the spin, valley and weight factors together.

A dense mesh therefore converges to a periodic array of donors with a partly filled band, not to one isolated donor. In this host limit $\Delta E_{\rm BF}=-3E_F/5$, which falls as $L^{-2}$ because $k_F\propto L^{-1}$. With the donor present, a positive $\Delta V$ raises the reference edge, and levels below it no longer count. The correction is then smaller in size: for 216 atoms, $\Delta V=0.055$ eV is already about two fifths of $E_F$. The Gamma-centred $2\times2\times2$ mesh has almost no filling energy because its points happen to lie close to the folded minima. It is not a converged sampling of the donor band.

## (g) How far do the numbers apply to real silicon?

**Question.** Identify the limits of the example and of the correction.

**Solution.** For the shifted 216-atom mesh, whose levels lie far from the valley minima, the largest of the errors estimated here comes from the parabolic band. A local empirical-pseudopotential calculation, without spin–orbit coupling and with form factors $-0.21$, $0.04$ and $0.08$ Ry, places the lowest host level on the shifted 216-atom mesh at 0.201 eV above the minimum. The parabola gives 0.398 eV. If the alignment of 0.055 eV is kept and other donor-induced shifts are neglected, the correction is about $-0.15$ eV rather than $-0.34$ eV. In a first-principles calculation the formula should use the eigenvalues of that calculation, not the parabolic estimate.

The 216-atom cell represents $2.3\times10^{20}$ donors per cm³, a very heavily doped crystal. Lightly doped silicon, at roughly $10^{15}$ to $10^{17}$ cm⁻³, breaks the assumption of overlapping donor states. Even if the gas formula were applied at $10^{17}$ cm⁻³, its $N_D^{2/3}$ scaling would give a mean filling below 0.001 eV. At low temperature such donors instead bind their electrons, with a rough energy of 0.045 eV for phosphorus. A hydrogenic estimate with the model's masses and permittivity gives 0.026 eV; it omits the short-range donor potential and treats the mass as isotropic. The mean-field model itself would not reach this value in a large cell: without exchange the electron repels itself through the Hartree term, and with the same isotropic mass an isolated donor is bound by only about 0.013 eV. At 300 K the thermal energy is also 0.026 eV, so ionization cannot be ignored.

These energies are comparable with the errors left in the cell: the alignment offset of 0.055 eV, the ion-lattice energy of $-0.107$ eV, and an omitted exchange energy of roughly $-0.03$ eV, estimated for a uniform gas with six spherical valleys. The corrected energy can serve to remove the large cost of placing a donor electron high in the band. It cannot by itself supply a shallow donor's ionization energy. That requires a treatment of the extended bound state and its electrostatics at separations where neighbouring donors no longer overlap.

The printed values behind these results are collected in the numerical output below.

## Calculated quantities

```
Rough Si inputs: a = 0.543 nm, valley = 0.85 (2pi/a)
masses = 0.92, 0.19 m_e; relative permittivity = 11.7
Fermi smearing = 0.002 eV; weight of each k = 0.125
CELL 216 atoms: L = 1.629 nm, donors = 2.31e+20 cm^-3
 folded valley position = 0.55 (2pi/L)
 Gamma-centred 2x2x2: 6 filled states, mean f = 1.3333
  mean level = -0.0019 eV, dV = 0.0559 eV
  signed sum = -0.0578 eV, dE_BF = -0.0000 eV
  raw E = -0.1091 eV, E + dE_BF = -0.1091 eV
  E - signed sum = -0.0514 eV
 shifted 2x2x2: 24 filled states, mean f = 0.3333
  mean level = 0.3934 eV, dV = 0.0549 eV
  signed sum = 0.3385 eV, dE_BF = -0.3385 eV
  raw E = 0.2861 eV, E + dE_BF = -0.0525 eV
  E - signed sum = -0.0525 eV
 mesh gap: raw 0.3952, clipped 0.0567, signed -0.0011 eV
CELL 512 atoms: L = 2.172 nm, donors = 9.76e+19 cm^-3
 folded valley position = 0.40 (2pi/L)
 Gamma-centred 2x2x2: 6 filled states, mean f = 1.3333
  mean level = -0.0000 eV, dV = 0.0407 eV
  signed sum = -0.0407 eV, dE_BF = -0.0000 eV
  raw E = -0.0805 eV, E + dE_BF = -0.0805 eV
  E - signed sum = -0.0399 eV
 shifted 2x2x2: 24 filled states, mean f = 0.3333
  mean level = 0.2136 eV, dV = 0.0401 eV
  signed sum = 0.1735 eV, dE_BF = -0.1735 eV
  raw E = 0.1330 eV, E + dE_BF = -0.0405 eV
  E - signed sum = -0.0405 eV
 mesh gap: raw 0.2135, clipped 0.0400, signed -0.0007 eV
TRANSFER between meshes, 216 atoms:
 total-energy change = 0.395223 eV
 midpoint eigenvalue slope = 0.395223 eV
 second-order remainder = 6.44e-06 eV
 remainder ratio, full/half transfer = 3.982
 energy change on enlarging basis = -2.57e-04 eV
DENSE MESH, 216 atoms: E_F = 0.1295 eV
 mean filling: sum 0.0782 eV, formula 0.0777 eV
NEGLECTED EFFECTS, 216 atoms:
 pseudopotential valley position = 0.853 (2pi/a)
 shifted-mesh host level: parabolic 0.3975 eV
 same from full host bands: 0.2009 eV
 full-band minus parabolic = -0.1967 eV
 ion-lattice electrostatic energy = -0.1072 eV
 far minus average potential = 0.0549 eV
 hydrogenic donor binding = 0.0257 eV
 omitted exchange, six-valley gas = -0.0307 eV
 thermal energy at 300 K = 0.0259 eV
```
